**Snap-in gap of a spring-mounted plate under dispersion attraction**

The program tests the result $d_*=[A/(2\pi k)]^{1/4}$ for the actual gap at snap-in and $H_*=4d_*/3$ for the rest gap, where $A$ is the Hamaker constant and $k$ the spring stiffness per area. It asserts that a direct sum of pair energies gives the energy and pressure used. It locates the snap by counting equilibria, and asserts that damped motion holds just above the threshold and runs inward just below it. It also asserts the near-threshold gap and barrier laws to within 5%, the ideal-metal and short-distance limits of the Lifshitz pressure, and a tilt-stiffness ratio of 3. For the germanium example, the output shows a snap gap of 5.28 nm and a rest gap of 7.04 nm. The separately computed shifts of the snap gap are −1.4% for retardation, +1.2% for thermal escape, +0.24% for contact potential and +2.2% for roughness. The estimated plate sag is 1.6% of the snap gap.

## Numerical check

```python
"""Snap-in of a flat plate on springs under nonretarded dispersion attraction.
Result under test: stability is lost at the actual gap
    d_snap = (A / (2 pi k))**(1/4),  while the rest gap is H_snap = 4 d_snap / 3.
A: Hamaker constant (J); k: spring stiffness per area (N/m^3);
d: actual gap (m); H: gap the springs would set without attraction (m).
Attractive pressure: A / (6 pi d^3). Example: germanium plate on four flexures.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, solve_ivp
from scipy.optimize import brentq

pi = np.pi
nm = 1e-9
eV = const.e

# Inputs of the example (rough or round values)
A = 1.9 * eV
side = 4e-6
thickness = 1e-6
K_total = 1000.0
temperature = 300.0
young = 103e9
volt = 0.1
rough_rms = 0.5 * nm
eps_static = 16.0
osc_energy_eV = 4.3
barrier_in_kT = 30.0

area = side**2
k = K_total / area
d_snap = (A / (2 * pi * k))**0.25
H_snap = 4 * d_snap / 3
p_snap = A / (6 * pi * d_snap**3)

# --- Pair sum of -C/r^6 over two half-spaces (C = n = 1) ---
def pair_energy(gap):
    # z = gap / s maps the infinite range of layer separations to 0 < s < 1;
    # rho = z tan(angle) maps the in-plane distance
    def integrand(angle, s):
        z = gap / s
        rho = z * np.tan(angle)
        jac = z / np.cos(angle)**2 * gap / s**2
        return -(z - gap) * 2 * pi * rho / (rho**2 + z**2)**3 * jac
    return dblquad(integrand, 1e-9, 1.0, 0.0, pi / 2 - 1e-9)[0]

A_unit = pi**2
pair_sum = pair_energy(1.0)
assert abs(pair_sum / (-A_unit / (12 * pi)) - 1) < 1e-6
step = 1e-3
pair_pressure = (pair_energy(1 + step) - pair_energy(1 - step)) / (2 * step)
assert abs(pair_pressure / (A_unit / (6 * pi)) - 1) < 1e-4

# --- Snap located by counting equilibria of the quartic (lengths in nm) ---
strength = A / (6 * pi * k) / nm**4

def equilibria(H_nm):
    roots = np.roots([1.0, -H_nm, 0.0, 0.0, strength])
    real = roots[np.abs(roots.imag) == 0].real
    return np.sort(real[(real > 0) & (real < H_nm)])

low, high = 0.5, 50.0
assert len(equilibria(low)) == 0 and len(equilibria(high)) == 2
for _ in range(60):
    middle = 0.5 * (low + high)
    if len(equilibria(middle)) == 2:
        high = middle
    else:
        low = middle
H_count = high
d_count = np.mean(equilibria(high * (1 + 1e-10)))
assert abs(H_count * nm / H_snap - 1) < 1e-8
assert abs(d_count * nm / d_snap - 1) < 1e-4

# --- Damped motion just above and just below the threshold ---
def relax(H_nm):
    def speed(t, y):
        return [H_nm - y[0] - strength / y[0]**3]
    def contact(t, y):
        return y[0] - 0.3
    contact.terminal = True
    run = solve_ivp(speed, (0, 1000), [1.3 * d_count], events=contact,
                    rtol=1e-8, atol=1e-10)
    return len(run.t_events[0]) > 0, run.y[0, -1]

held_contact, held_gap = relax(1.001 * H_snap / nm)
fell_contact, fell_gap = relax(0.999 * H_snap / nm)
assert not held_contact and held_gap > d_snap / nm
assert fell_contact

# --- Thermal escape: barrier from the full energy ---
def net_force(d, H):
    return k * (H - d) - A / (6 * pi * d**3)

def energy(d, H):
    return area * (0.5 * k * (H - d)**2 - A / (12 * pi * d**2))

def stable_and_barrier(delta):
    H = H_snap + delta
    outer = brentq(net_force, d_snap, H, args=(H,), xtol=1e-18)
    inner = brentq(net_force, 0.3 * d_snap, d_snap, args=(H,), xtol=1e-18)
    return outer, energy(inner, H) - energy(outer, H)

kT = const.k * temperature
delta_T = brentq(lambda x: stable_and_barrier(x)[1] - barrier_in_kT * kT,
                 1e-5 * nm, 0.5 * nm, xtol=1e-17)
gap_T, barrier_T = stable_and_barrier(delta_T)
barrier_cubic = 4 / 3 * K_total * delta_T * np.sqrt(delta_T * d_snap / 2)
assert abs(barrier_cubic / barrier_T - 1) < 0.05
assert abs((gap_T - d_snap) / np.sqrt(delta_T * d_snap / 2) - 1) < 0.05

# --- Retardation: Lifshitz pressure at zero temperature ---
nodes, weights = np.polynomial.legendre.leggauss(160)
s_nodes, s_weights = (nodes + 1) / 2, weights / 2
half_line = s_nodes / (1 - s_nodes)
half_weight = s_weights / (1 - s_nodes)**2
omega0 = osc_energy_eV * eV / const.hbar

def permittivity(xi):
    return 1 + (eps_static - 1) / (1 + (xi / omega0)**2)

def lifshitz_pressure(d, ideal_metal=False):
    scale = const.c / (2 * d) if ideal_metal else omega0
    xi = (scale * half_line)[:, None]
    kappa = xi / const.c + half_line[None, :] / (2 * d)
    decay = np.exp(-2 * kappa * d)
    if ideal_metal:
        modes = 2 * decay / (-np.expm1(-2 * kappa * d))
    else:
        eps = permittivity(xi)
        inside = np.sqrt(kappa**2 + (eps - 1) * (xi / const.c)**2)
        r_te = ((kappa - inside) / (kappa + inside))**2
        r_tm = ((eps * kappa - inside) / (eps * kappa + inside))**2
        modes = sum(r * decay / (1 - r * decay) for r in (r_te, r_tm))
    total = half_weight @ (kappa**2 * modes) @ half_weight
    return const.hbar / (2 * pi**2) * total * scale / (2 * d)

ideal = pi**2 * const.hbar * const.c / (240 * (100 * nm)**4)
assert abs(lifshitz_pressure(100 * nm, True) / ideal - 1) < 1e-4

xi_line = omega0 * half_line
contrast = ((permittivity(xi_line) - 1) / (permittivity(xi_line) + 1))**2
trilog = sum(contrast**n / n**3 for n in range(1, 101))
A_model = 3 * const.hbar / (4 * pi) * omega0 * (half_weight @ trilog)
tiny = 0.02 * nm  # mathematical limit only, below any physical gap
assert abs(lifshitz_pressure(tiny) * 6 * pi * tiny**3 / A_model - 1) < 2e-3

def lifshitz_gradient(d):
    h = 1e-3 * d
    return (lifshitz_pressure(d - h) - lifshitz_pressure(d + h)) / (2 * h)

d_model = (A_model / (2 * pi * k))**0.25
d_retarded = brentq(lambda d: lifshitz_gradient(d) / k - 1,
                    0.4 * d_model, 1.5 * d_model, xtol=1e-14)
pressure_ratio = lifshitz_pressure(d_snap) * 6 * pi * d_snap**3 / A_model
assert d_retarded < d_model and pressure_ratio < 1

# --- Contact potential, roughness ---
def gradient_charge(d):
    return A / (2 * pi * d**4) + const.epsilon_0 * volt**2 / d**3

d_charge = brentq(lambda d: gradient_charge(d) / k - 1, 0.5 * d_snap, 2 * d_snap,
                  xtol=1e-16)
phase = 2 * pi * np.arange(400) / 400
height = np.sqrt(2) * rough_rms * np.sin(phase)

def gradient_rough(d):
    return A / (2 * pi) * np.mean((d + height)**-4)

d_rough = brentq(lambda d: gradient_rough(d) / k - 1, 0.5 * d_snap, 2 * d_snap,
                 xtol=1e-16)
assert abs((d_rough / d_snap - 1) / (2.5 * (rough_rms / d_snap)**2) - 1) < 0.2

# --- Plate bending: strip sag by the unit-load integral ---
inertia = thickness**3 / 12  # per unit width
shape = 2 * quad(lambda x: 0.5 * x * (1 - x) * 0.5 * x, 0, 0.5)[0]
assert abs(shape - 5 / 384) < 1e-10
strip_sag = shape * p_snap * side**4 / (young * inertia)
plate_sag = 2 * strip_sag

# --- Tilt: second derivative of the energies at the snap gap ---
x_plate = side / 2 * nodes

def attraction_energy(theta):
    return -area * A / (12 * pi) * np.sum(weights / 2 * (d_snap + theta * x_plate)**-2)

def corner_spring_energy(theta):
    corners = np.array([-1, -1, 1, 1]) * side / 2
    return np.sum(0.5 * K_total / 4 * (theta * corners)**2)

angle = 0.01 * d_snap / (side / 2)

def curvature(function):
    return (function(angle) - 2 * function(0.0) + function(-angle)) / angle**2

tilt_ratio = curvature(corner_spring_energy) / -curvature(attraction_energy)
assert abs(tilt_ratio - 3) < 0.01

# --- Printed numbers ---
def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())

print("INPUTS")
show("Hamaker constant A", A / eV, "eV")
show("Hamaker constant A", A, "J")
show("Plate side", side * 1e6, "um")
show("Plate thickness", thickness * 1e6, "um")
show("Total spring stiffness K", K_total, "N/m")
show("Stiffness per area k", k, "N/m^3")
show("Stiffness per area k", k * nm / 1e3, "kPa/nm")
print("SNAP-IN")
show("Actual gap at snap, formula", d_snap / nm, "nm")
show("Actual gap at snap, root counting", d_count, "nm")
show("Rest gap at snap, formula", H_snap / nm, "nm")
show("Rest gap at snap, root counting", H_count, "nm")
show("Spring stretch at snap", (H_snap - d_snap) / nm, "nm")
show("Attractive pressure at snap", p_snap / 1e3, "kPa")
show("Attractive force at snap", p_snap * area * 1e6, "uN")
show("Snap gap with A halved", d_snap * 0.5**0.25 / nm, "nm")
show("Snap gap with A doubled", d_snap * 2**0.25 / nm, "nm")
show("Damped run, rest gap 0.1% above threshold: final gap", held_gap, "nm")
show("Damped run, rest gap 0.1% below: stopped at cutoff", fell_gap, "nm")
print("PAIR SUM (C = n = gap = 1)")
show("Energy per area by quadrature", pair_sum, "", 7)
show("Energy per area by formula", -pi / 12, "", 7)
print("NEGLECTED EFFECTS")
show("Oscillator model: static permittivity", eps_static, "")
show("Oscillator model: oscillator energy", osc_energy_eV, "eV")
show("Oscillator model: Hamaker constant", A_model / eV, "eV")
show("Retarded/nonretarded pressure at snap gap", pressure_ratio, "", 3)
show("Model snap gap without retardation", d_model / nm, "nm")
show("Model snap gap with retardation", d_retarded / nm, "nm")
show("Retardation shift of snap gap", 100 * (d_retarded / d_model - 1), "%", 2)
show("Temperature", temperature, "K")
show("Barrier taken for thermal escape", barrier_in_kT, "kT")
show("Thermal escape: extra rest gap", delta_T / nm, "nm", 2)
show("Thermal escape: actual gap", gap_T / nm, "nm")
show("Thermal shift of snap gap", 100 * (gap_T / d_snap - 1), "%", 2)
show("Contact potential", volt, "V")
show("Contact-potential shift of snap gap", 100 * (d_charge / d_snap - 1), "%", 2)
show("Combined roughness, rms", rough_rms / nm, "nm")
show("Roughness shift of snap gap", 100 * (d_rough / d_snap - 1), "%", 2)
show("Young modulus of plate, rough", young / 1e9, "GPa")
show("Plate sag at snap, estimate", plate_sag / nm, "nm", 2)
show("Plate sag / snap gap", 100 * plate_sag / d_snap, "%", 2)
show("Tilt stiffness: springs / attraction at snap", tilt_ratio, "", 3)
print("all tests passed")
```

It prints:

```
INPUTS
Hamaker constant A: 1.9 eV
Hamaker constant A: 3.044e-19 J
Plate side: 4 um
Plate thickness: 1 um
Total spring stiffness K: 1000 N/m
Stiffness per area k: 6.25e+13 N/m^3
Stiffness per area k: 62.5 kPa/nm
SNAP-IN
Actual gap at snap, formula: 5.277 nm
Actual gap at snap, root counting: 5.277 nm
Rest gap at snap, formula: 7.035 nm
Rest gap at snap, root counting: 7.035 nm
Spring stretch at snap: 1.759 nm
Attractive pressure at snap: 109.9 kPa
Attractive force at snap: 1.759 uN
Snap gap with A halved: 4.437 nm
Snap gap with A doubled: 6.275 nm
Damped run, rest gap 0.1% above threshold: final gap: 5.416 nm
Damped run, rest gap 0.1% below: stopped at cutoff: 0.3 nm
PAIR SUM (C = n = gap = 1)
Energy per area by quadrature: -0.2617994
Energy per area by formula: -0.2617994
NEGLECTED EFFECTS
Oscillator model: static permittivity: 16
Oscillator model: oscillator energy: 4.3 eV
Oscillator model: Hamaker constant: 1.971 eV
Retarded/nonretarded pressure at snap gap: 0.909
Model snap gap without retardation: 5.325 nm
Model snap gap with retardation: 5.253 nm
Retardation shift of snap gap: -1.4 %
Temperature: 300 K
Barrier taken for thermal escape: 30 kT
Thermal escape: extra rest gap: 0.0015 nm
Thermal escape: actual gap: 5.34 nm
Thermal shift of snap gap: 1.2 %
Contact potential: 0.1 V
Contact-potential shift of snap gap: 0.24 %
Combined roughness, rms: 0.5 nm
Roughness shift of snap gap: 2.2 %
Young modulus of plate, rough: 103 GPa
Plate sag at snap, estimate: 0.085 nm
Plate sag / snap gap: 1.6 %
Tilt stiffness: springs / attraction at snap: 3
all tests passed
```
